\section*{Depletion width, capacitance and built-in potential of a linearly graded junction}

\section*{The junction and the data}

A planar p--n junction has a net doping that varies linearly with position,
\[
N_D(x)-N_A(x)=a x ,\qquad a>0 ,
\]
so the material is n-type for $x>0$ and p-type for $x<0$. All dopants are ionized and the carriers are nondegenerate. The bias $V$ is the voltage of the p side relative to the n side; it is positive in forward bias and negative in reverse bias. Charges and capacitances are per unit area, and $q>0$ is the elementary charge.

The numerical parts use round model parameters: relative permittivity $12$, intrinsic density $n_i=10^{10}\ \mathrm{cm^{-3}}$, temperature $300$ K and gradient $a=10^{21}\ \mathrm{cm^{-4}}$. With these,
\[
\varepsilon=1.0625\times10^{-12}\ \mathrm{F/cm},\qquad
V_T=\frac{kT}{q}=0.025852\ \mathrm{V},\qquad
q=1.6022\times10^{-19}\ \mathrm{C}.
\]

\section*{Part (a): the depletion width}

\textbf{Question.} In the depletion approximation, mobile carriers are absent between two sharp edges, and the field vanishes at and beyond those edges. Take the potential difference between the edges to be $V_{bi}-V$, where $V_{bi}$ is its equilibrium value, held constant. Show that
\[
W=\left[\frac{12\,\varepsilon\,(V_{bi}-V)}{q a}\right]^{1/3}.
\]

\textbf{Answer.} Let the edges be at $-x_p$ and $x_n$. Between them the charge density is $\rho=qax$. The field vanishes at both edges, so by Gauss's law the total charge is zero:
\[
0=\int_{-x_p}^{x_n}qax\,dx=\frac{qa}{2}\left(x_n^2-x_p^2\right).
\]
Hence $x_n=x_p=W/2$. Integrating $dE/dx=\rho/\varepsilon$ from the left edge, where $E=0$, gives
\begin{equation}
E(x)=\frac{qa}{\varepsilon}\int_{-W/2}^{x}x'\,dx'
=-\frac{qa}{2\varepsilon}\left(\frac{W^2}{4}-x^2\right).
\label{eq:field}
\end{equation}
The field is negative: it points from the positive donors on the right to the negative acceptors on the left. Its magnitude is largest at $x=0$, where it equals $qaW^2/(8\varepsilon)$.

The potential $\phi$ obeys $E=-d\phi/dx$. The barrier $\psi$, defined as the potential of the n-side edge minus that of the p-side edge, is therefore
\begin{align}
\psi&=-\int_{-W/2}^{W/2}E\,dx
=\frac{qa}{2\varepsilon}\left[\frac{W^2}{4}x-\frac{x^3}{3}\right]_{-W/2}^{W/2}\nonumber\\
&=\frac{qa}{2\varepsilon}\left(\frac{W^3}{4}-\frac{W^3}{12}\right)
=\frac{qaW^3}{12\,\varepsilon}.
\label{eq:barrier}
\end{align}
A forward bias raises the p side and so lowers the barrier, which is why $\psi=V_{bi}-V$. Setting (\ref{eq:barrier}) equal to $V_{bi}-V$ and solving for $W$ gives the stated result. The cube arises because the charge density at the edge itself grows with $W$. With uniform doping the barrier would grow as $W^2$.

\section*{Part (b): the capacitance}

\textbf{Question.} Find the small-signal depletion capacitance, and find which power of it is linear in $V$.

\textbf{Answer.} The charge on the n side of the layer is
\[
Q=\int_0^{W/2}qax\,dx=\frac{qaW^2}{8},
\]
and the p side holds $-Q$. The capacitance is the change of the p-side charge with $V$, that is $C=d(-Q)/dV$. With $V_{bi}$ constant, $d\psi=-dV$, so $C=dQ/d\psi$. Both $Q$ and $\psi$ are functions of $W$:
\begin{equation}
C=\frac{dQ/dW}{d\psi/dW}
=\frac{qaW/4}{qaW^2/(4\varepsilon)}=\frac{\varepsilon}{W}.
\label{eq:cap}
\end{equation}
This is the result for a parallel-plate capacitor, because a small change of bias adds or removes charge at the two edges, a distance $W$ apart. Cubing the reciprocal and using (\ref{eq:barrier}),
\begin{equation}
\frac{1}{C^3}=\frac{W^3}{\varepsilon^3}
=\frac{12\,(V_{bi}-V)}{q a\,\varepsilon^2}.
\label{eq:cube}
\end{equation}
Thus $1/C^3$ is linear in $V$. Its slope is $-12/(qa\varepsilon^2)$, which gives $a$ if $\varepsilon$ is known, and in this model the line reaches zero at $V=V_{bi}$. For a junction of area $A$ the measured capacitance is $AC$, and the right side is divided by $A^3$.

\section*{Part (c): the condition that fixes the built-in potential}

\textbf{Question.} The doping at the depletion edges depends on $W$, so $V_{bi}$ cannot be found from given edge dopings. Assume neutrality at the edges in equilibrium and derive a single equation for $V_{bi}$. How many solutions does it have, and which is physical?

\textbf{Answer.} Measure $\phi$ from the point where $n=p=n_i$. In equilibrium, Boltzmann statistics give
\[
n=n_i e^{\phi/V_T},\qquad p=n_i e^{-\phi/V_T}.
\]
Let $W_0$ be the width at $V=0$. Neutrality at $x=W_0/2$ requires $n-p=aW_0/2$. If $aW_0/2\gg n_i$, the holes there are negligible and $n=aW_0/2$. In the same way $p=aW_0/2$ at $x=-W_0/2$. The edge potentials are then $\pm V_T\ln[aW_0/(2n_i)]$, and their difference is
\begin{equation}
V_{bi}=2V_T\ln\frac{aW_0}{2n_i}.
\label{eq:vbi}
\end{equation}
Part (a) supplies $W_0^3=12\varepsilon V_{bi}/(qa)$. Since $2\ln y=\tfrac23\ln y^3$,
\begin{align}
V_{bi}&=\frac{2V_T}{3}\ln\left(\frac{a^3}{8n_i^3}\,
\frac{12\,\varepsilon V_{bi}}{qa}\right)
=b\ln(KV_{bi}),\label{eq:self}\\
b&=\frac{2V_T}{3},\qquad K=\frac{3\,\varepsilon a^2}{2q n_i^3}.\nonumber
\end{align}

To count the solutions, define $f(v)=v-b\ln(Kv)$ for $v>0$. Its derivative, $1-b/v$, is negative for $v<b$ and positive for $v>b$, so $f$ has a single minimum, $f(b)=b[1-\ln(Kb)]$. As $v\to0$ or $v\to\infty$, $f\to+\infty$. There are therefore two solutions when $Kb>e$, one on each side of $b$. There is one when $Kb=e$ and none when $Kb<e$. This count belongs to the approximate equation. If the minority carriers at the edges are kept, the condition becomes $V_{bi}=2V_T\,\mathrm{arsinh}[aW_0/(4n_i)]$. Its right side is a concave function of $V_{bi}$ that starts at zero with infinite slope and grows only logarithmically, so it has exactly one positive solution for any $a$. For the data given,
\[
b=0.017235\ \mathrm{V},\qquad
K=\frac{3(1.0625\times10^{-12})(10^{21})^2}
{2(1.6022\times10^{-19})(10^{10})^3}
=9.947\times10^{18}\ \mathrm{V^{-1}},
\]
so $Kb=1.71\times10^{17}$ and there are two.

Equation (\ref{eq:self}) can be written $v=K^{-1}e^{v/b}$. At the lower solution $v/b$ is tiny, so $v\simeq1/K=1.01\times10^{-19}$ V. Equation (\ref{eq:vbi}) then gives $aW_0/(2n_i)=e^{v/(2V_T)}\simeq1$. This contradicts the assumption $aW_0/2\gg n_i$, so the lower solution is rejected. The upper one is physical, provided that it satisfies that assumption.

\section*{Part (d): the self-consistent solution}

\textbf{Question.} Solve for $V_{bi}$ by iteration from $1$ V and justify the convergence. Find the width, edge density, peak field and capacitance at zero bias.

\textbf{Answer.} Let $g(v)=b\ln(Kv)$ and iterate $v_{j+1}=g(v_j)$:
\begin{align*}
v_0&=1\ \mathrm{V},\\
v_1&=0.017235\,\ln(9.947\times10^{18}\times1)=0.7539\ \mathrm{V},\\
v_2&=0.017235\,\ln(9.947\times10^{18}\times0.7539)=0.7490\ \mathrm{V},\\
v_3&=0.017235\,\ln(9.947\times10^{18}\times0.7490)=0.7489\ \mathrm{V}.
\end{align*}
Further iterations leave four decimals unchanged, so $V_{bi}=0.7489$ V.

The first step shows $g(1\ \mathrm{V})<1$ V, so $f(1\ \mathrm{V})>0$. Since $1\ \mathrm{V}>b$, the starting value lies above the upper solution $v_*$. For any $v>v_*$, $f(v)>0$ means $g(v)<v$, while $g$ is increasing, so $g(v)>g(v_*)=v_*$. The sequence therefore decreases and stays above $v_*$, so it has a limit. By continuity that limit solves $v=g(v)$, and no solution lies above $v_*$, so the limit is $v_*$. Near it, each iteration multiplies the error by about $g'(v_*)=b/V_{bi}=0.023$, which is why so few are needed.

The width follows from part (a):
\[
W_0=\left[\frac{12(1.0625\times10^{-12})(0.7489)}
{(1.6022\times10^{-19})(10^{21})}\right]^{1/3}\mathrm{cm}
=0.3906\ \mu\mathrm{m}.
\]
With $W_0=3.906\times10^{-5}$ cm, the other quantities are
\begin{align*}
\frac{aW_0}{2}&=\frac{10^{21}\times3.906\times10^{-5}}{2}\ \mathrm{cm^{-3}}
=1.95\times10^{16}\ \mathrm{cm^{-3}},\\
|E(0)|&=\frac{qaW_0^2}{8\varepsilon}=28.8\ \mathrm{kV/cm},\\
C(0)&=\frac{1.0625\times10^{-12}}{3.906\times10^{-5}}\ \mathrm{F/cm^2}
=27.2\ \mathrm{nF/cm^2}.
\end{align*}
The edge density exceeds $n_i$ by a factor of about two million, as part (c) required.

\section*{Part (e): dependence on the gradient}

\textbf{Question.} How does $V_{bi}$ respond to a change of $a$ at fixed temperature, $n_i$ and $\varepsilon$?

\textbf{Answer.} Since $K\propto a^2$, $d\ln K=2\,d\ln a$. Differentiating (\ref{eq:self}),
\[
dV_{bi}=2b\,d\ln a+b\,\frac{dV_{bi}}{V_{bi}}
\quad\Longrightarrow\quad
\frac{dV_{bi}}{d\ln a}=\frac{2b}{1-b/V_{bi}}=0.0353\ \mathrm{V}.
\]
A steeper gradient narrows the layer but still raises the edge density, and the barrier grows logarithmically with that density. Solving (\ref{eq:self}) again for gradients ten times smaller and larger gives
\begin{center}
\begin{tabular}{ccc}
$a$ ($\mathrm{cm^{-4}}$) & $V_{bi}$ (V) & $W_0$ ($\mu$m)\\
$10^{20}$ & 0.668 & 0.810\\
$10^{21}$ & 0.749 & 0.391\\
$10^{22}$ & 0.830 & 0.188
\end{tabular}
\end{center}
A factor of ten in $a$ changes $V_{bi}$ by about $0.08$ V.

\section*{Part (f): is the barrier exactly $V_{bi}-V$?}

\textbf{Question.} Under bias the edges move to places with different doping. Assume flat quasi-Fermi levels through the layer and find the resulting correction to the barrier. When does the neglect of mobile carriers fail?

\textbf{Answer.} Write the carrier densities with quasi-Fermi potentials $\phi_n$ and $\phi_p$:
\[
n=n_i e^{(\phi-\phi_n)/V_T},\qquad
p=n_i e^{(\phi_p-\phi)/V_T},\qquad \phi_p-\phi_n=V.
\]
Neutrality with majority density $aW/2$ at each edge gives
\[
\phi(W/2)=\phi_n+V_T\ln\frac{aW}{2n_i},\qquad
\phi(-W/2)=\phi_p-V_T\ln\frac{aW}{2n_i}.
\]
Subtracting, and using (\ref{eq:vbi}),
\begin{equation}
\psi=2V_T\ln\frac{aW}{2n_i}-V
=V_{bi}-V+2V_T\ln\frac{W}{W_0}.
\label{eq:moving}
\end{equation}
The last term was omitted in part (a). Because it depends on $W$, the linearity of (\ref{eq:cube}) is an approximation. Solving (\ref{eq:barrier}) and (\ref{eq:moving}) together by numerical root finding gives an extra barrier of $0.015$ V at $V=-1$ V and $0.046$ V at $V=-10$ V. Relative to the width with constant $V_{bi}$, $W$ increases by $0.28\%$ and $0.14\%$. The capacitance is then no longer $\varepsilon/W$. The last term equals $b\ln(\psi/V_{bi})$, so $d\psi\,(1-b/\psi)=-dV$ and $C=(\varepsilon/W)/(1-b/\psi)$, which is $27.8\ \mathrm{nF/cm^2}$ at zero bias instead of $27.2$.

To judge the neglect of mobile carriers, take $\phi=0$ at the centre, where symmetry gives $\phi_n=-V/2$ and $\phi_p=V/2$. The electron density there is $n_i e^{V/(2V_T)}$. In strong reverse bias this is an idealization: thermal generation keeps the real densities inside the layer far above this value, which does not affect the charge as long as they stay small compared with the doping. By (\ref{eq:moving}), its ratio to the edge density is
\[
\frac{n_i e^{V/(2V_T)}}{aW/2}=e^{-\psi/(2V_T)}.
\]
A depleted layer therefore requires $\psi\gg2V_T$. The condition is necessary but not sufficient for accuracy: at $V=0$ the ratio is $5\times10^{-7}$, yet part (g) finds a capacitance error of $4.9\%$. In forward bias the condition fails before $V$ reaches $V_{bi}$. Equations (\ref{eq:barrier}) and (\ref{eq:moving}) combine to $V=b\ln(K\psi)-\psi$, whose maximum, at $\psi=b$, is $b[\ln(Kb)-1]=0.667$ V, and above this bias they have no solution. The divergence of $C$ that (\ref{eq:cube}) predicts at $V_{bi}$ therefore lies outside the range of the model.

\section*{Part (g): reading a capacitance plot}

\textbf{Question.} Replace the sharp edges by a solution of Poisson's equation that keeps both carriers. With the symmetric choice of potentials in part (f),
\[
\frac{d^2\phi}{dx^2}=-\frac{q}{\varepsilon}
\left[ax-2n_i e^{V/(2V_T)}\sinh\frac{\phi}{V_T}\right],\qquad \phi(0)=0,
\]
with neutrality imposed far from the junction. A finite-difference solution by Newton's method gives the capacitances $C_{\rm P}$ below. They are compared with $C=\varepsilon/W$ at constant $V_{bi}$.
\begin{center}
\begin{tabular}{rccc}
$V$ (V) & $W$ ($\mu$m) & $C$ ($\mathrm{nF/cm^2}$) & $C_{\rm P}$ ($\mathrm{nF/cm^2}$)\\
$0$ & 0.391 & 27.20 & 28.54\\
$-1$ & 0.518 & 20.50 & 20.85\\
$-2$ & 0.603 & 17.63 & 17.80\\
$-4$ & 0.723 & 14.70 & 14.77\\
$-6$ & 0.813 & 13.07 & 13.11\\
$-8$ & 0.886 & 11.99 & 12.02\\
$-10$ & 0.949 & 11.19 & 11.21
\end{tabular}
\end{center}
A least-squares line through $1/C_{\rm P}^3$ at the six reverse biases has slope $S=-6.656\times10^{-5}\ \mathrm{cm^6\,nF^{-3}\,V^{-1}}$ and reaches zero at $V=0.661$ V. Explain how $C_{\rm P}$ follows from the field at $x=0$. What do the slope and the intercept reveal about $a$ and $V_{bi}$?

\textbf{Answer.} By Gauss's law the charge between $x=0$ and a distant point $L$ is $\varepsilon[E(L)-E(0)]$. In the neutral region $\phi=\phi_n+V_T\ln(ax/n_i)$, so $E(L)=-V_T/L$, which does not depend on bias. The change of charge therefore comes from the central field alone:
\[
C_{\rm P}=-\varepsilon\,\frac{d|E(0)|}{dV}.
\]
The derivative was taken by central differences in $V$. This expression counts the net charge of one half of the junction. It is the terminal capacitance at zero and reverse bias, where injected minority carriers are negligible. In forward bias it omits their stored charge.

One $\mathrm{nF^{-3}}$ equals $10^{27}\ \mathrm{F^{-3}}$, so $S=-6.656\times10^{22}\ \mathrm{cm^6\,F^{-3}\,V^{-1}}$. From the slope of (\ref{eq:cube}),
\[
a=\frac{12}{q\varepsilon^2|S|}
=\frac{12}{(1.6022\times10^{-19})(1.0625\times10^{-12})^2(6.656\times10^{22})}
\ \mathrm{cm^{-4}}
=9.97\times10^{20}\ \mathrm{cm^{-4}}.
\]
This is $0.3\%$ below the gradient used in the calculation, so the slope is a good measure of $a$ here.

The intercept is less faithful. It lies $0.09$ V below the self-consistent $V_{bi}=0.749$ V, although the plot is nearly straight: the largest departure from the line is $0.04\%$ of the range of $1/C_{\rm P}^3$. A line fitted to $1/C_{\rm P}^2$ at the same biases departs by up to $3.9\%$ of its range. Straightness therefore supports a linear grading, but it does not make the intercept equal to the edge-to-edge barrier.

Nor is most of the shift an error in the equilibrium barrier itself. The Poisson solution at $V=0$ has a potential difference of $0.727$ V between $x=\pm W_0/2$, which is $0.022$ V below $V_{bi}$. This value refers to those two points only, since in a graded crystal the potential keeps changing logarithmically beyond them. Most of the shift is already contained in the individual capacitances, before any line is extrapolated. Relative to $\varepsilon/W$, $C_{\rm P}$ is higher by $4.9\%$ at zero bias, $1.7\%$ at $-1$ V and $0.17\%$ at $-10$ V. The sharp-edge formula thus becomes more accurate over this range as the reverse bias grows. These small percentages still correspond to a voltage offset of a few $V_T$. If $C_{\rm P}$ is put into (\ref{eq:cube}) with the true $a$, the built-in potential it implies is lower than $V_{bi}$ by $\delta=(V_{bi}-V)\left[1-(C/C_{\rm P})^3\right]$, which is $0.10$ V at zero bias, $0.09$ V at $-1$ V and $0.06$ V at $-10$ V. Because $\delta$ changes slowly with bias, the plot stays nearly straight, while its intercept is displaced and depends somewhat on the range of biases fitted.
